\section*{Miniband energies of a periodic heterostructure from the cell-matrix trace}

\section{Result and model}

An electron moves along the growth axis $z$ of a stack of epitaxial layers that repeats with period $d$. Let the real $2\times2$ matrix $M(E)$ carry the envelope function and its mass-weighted slope across one period. The allowed energies are given by
\begin{equation}
D(E)\equiv\tfrac12\operatorname{Tr}M(E)=\cos(qd),
\label{main}
\end{equation}
where $q$ is the real Bloch wave vector. Energies with $|D|\le1$ form minibands. Energies with $|D|>1$ lie in gaps, where no bounded solution exists.

The model is the one-band envelope equation
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\left[\frac{1}{m(z)}\frac{dF}{dz}\right]+V(z)F=EF ,
\label{env}
\end{equation}
with effective mass $m(z)>0$ and band edge $V(z)$, both of period $d$, piecewise constant and independent of energy. There is no bias, and the in-plane wave vector is zero. Within this model (\ref{main}) is exact. Band mixing, interface roughness and scattering are left out; strain enters only if it is already contained in $m$ and $V$.

\section{Matching and the state vector}

Integrate (\ref{env}) over a short interval around an interface. The terms $VF$ and $EF$ are finite, so their integrals vanish with the length of the interval. Hence $F'/m$ has no jump. $F$ itself is continuous, since a jump would make $F'$ singular. With the free-electron mass $m_0$, define
\begin{equation}
u=\begin{pmatrix}F\\ w\end{pmatrix},\qquad w=\frac{m_0}{m}F' .
\end{equation}
Both components are continuous everywhere, so no separate interface matrix is needed. The definition gives $F'=(m/m_0)w$, and (\ref{env}) gives $w'=(2m_0/\hbar^2)(V-E)F$. Together,
\begin{equation}
u'=A\,u,\qquad
A=\begin{pmatrix}0&m/m_0\\ (2m_0/\hbar^2)(V-E)&0\end{pmatrix}.
\label{ode}
\end{equation}

The choice of $w$ agrees with current conservation. The derivative of $F^*w$ is
\[
F'^*w+F^*w'=\frac{m}{m_0}|w|^2+\frac{2m_0}{\hbar^2}(V-E)|F|^2 ,
\]
which is real. Therefore $\operatorname{Im}(F^*w)$, which is proportional to the probability current, is constant through the whole stack. Matching $F$ and $F'$ instead of $F$ and $F'/m$ would make a nonzero current jump wherever the mass changes. Current conservation alone does not fix the rule, however. Equation (\ref{env}) is one Hermitian ordering of mass and derivatives. The kinetic operator $-\tfrac{\hbar^2}{2}m^{\alpha}\tfrac{d}{dz}m^{\beta}\tfrac{d}{dz}m^{\alpha}$ with $2\alpha+\beta=-1$ makes $m^{\alpha}F$ and $m^{\alpha+\beta}F'$ continuous, and their product again conserves $\operatorname{Im}(F^*F')/m$. The choice $\alpha=0$ used here is part of the model; which rule suits a real interface is not decided by the one-band equation.

\section{Layer matrix and cell matrix}

In a uniform layer of thickness $L$ put $k^2=2m(E-V)/\hbar^2$. With $z$ measured from the left face, $F=F_0\cos kz+B\sin kz$. At $z=0$ the slope gives $w_0=(m_0/m)kB$, so $B=m w_0/(m_0k)$. Evaluating $F$ and $w$ at $z=L$ yields
\begin{equation}
T=\begin{pmatrix}\cos kL&\dfrac{m}{m_0k}\sin kL\\[2mm]
-\dfrac{m_0k}{m}\sin kL&\cos kL\end{pmatrix}.
\label{layer}
\end{equation}
For $E<V$ set $k=i\kappa$ with $\kappa>0$. Since $\cos i x=\cosh x$ and $\sin ix=i\sinh x$, the upper off-diagonal element becomes $(m/m_0\kappa)\sinh\kappa L$ and the lower one $+(m_0\kappa/m)\sinh\kappa L$. At $E=V$ the limit is $T_{11}=T_{22}=1$, $T_{12}=mL/m_0$, $T_{21}=0$. The matrix is real in all three cases, and
\[
\det T=\cos^2kL+\sin^2kL=1 .
\]

The cell matrix is the product of the layer matrices, with the first layer crossed standing on the right. Thus $M$ is real and $\det M=1$.

Let $T(z_2,z_1)$ carry $u$ from $z_1$ to $z_2$. A cell that starts at $z$ instead of $0$ has the matrix
\begin{equation}
X(z)=T(z,0)\,M\,T(z,0)^{-1}.
\label{shift}
\end{equation}
This is a similarity transformation, so $\operatorname{Tr}X=\operatorname{Tr}M$. The elements of the matrix depend on where the cell begins, but the miniband condition does not.

\section{Bloch's condition}

A Bloch state obeys $F(z+d)=e^{iqd}F(z)$. The mass is periodic, so $w$ acquires the same factor, and $Mu(0)=e^{iqd}u(0)$. The eigenvalues $\lambda$ of $M$ satisfy
\begin{equation}
\lambda^2-(\operatorname{Tr}M)\lambda+\det M=\lambda^2-2D\lambda+1=0 .
\label{char}
\end{equation}
The product of the two roots is 1. If one is $e^{iqd}$, the other is $e^{-iqd}$, and their sum gives $2D=2\cos(qd)$, which is (\ref{main}).

Conversely, let $D=\cos(qd)$ with real $q$. Then $e^{iqd}$ solves (\ref{char}) and $M$ has an eigenvector for it. Starting (\ref{ode}) from this eigenvector produces a solution that is multiplied by $e^{iqd}$ in each period, which is a Bloch state. At $D=\pm1$ the two roots coincide and $M$ may have a single eigenvector. One Bloch state then exists, and the second solution grows linearly from cell to cell.

For $|D|>1$ the roots are real and reciprocal:
\begin{equation}
\lambda_\pm=D\pm\sqrt{D^2-1},\qquad |\lambda_\pm|=e^{\pm\mu}\ \text{or}\ e^{\mp\mu},\qquad \cosh\mu=|D| .
\end{equation}
Every nonzero solution combines one that grows to the right with one that grows to the left, so it is unbounded in at least one direction. The gap solutions do matter at a surface or in a finite stack, where their amplitude falls by a factor $e$ over the length $d/\mu=d/\operatorname{arcosh}|D|$.

For $E$ below the lowest band edge $V$, all layer matrices have diagonal elements $\cosh\kappa L>1$ and positive off-diagonal elements. The diagonal elements of their product then exceed 1, so $D>1$. The first miniband therefore does not reach below the lowest $V$ (it starts at $V$ if all layers share one band edge) and begins at $D=+1$, that is, at $q=0$.

\section{Two layers per period}

Take a well of thickness $a$, mass $m_w$ and $V=0$, and a barrier of thickness $b$, mass $m_b$ and $V=V_0$, with $0<E<V_0$. Write
\[
p_w=\frac{m_w}{m_0k},\qquad p_b=\frac{m_b}{m_0\kappa},\qquad
\xi=\frac{p_w}{p_b}=\frac{\kappa m_w}{k m_b}.
\]
The product is
\begin{equation}
M=\begin{pmatrix}\cosh\kappa b&p_b\sinh\kappa b\\ p_b^{-1}\sinh\kappa b&\cosh\kappa b\end{pmatrix}
\begin{pmatrix}\cos ka&p_w\sin ka\\ -p_w^{-1}\sin ka&\cos ka\end{pmatrix},
\end{equation}
with diagonal elements
\begin{align}
M_{11}&=\cosh\kappa b\cos ka-\xi^{-1}\sinh\kappa b\sin ka,\\
M_{22}&=\cosh\kappa b\cos ka+\xi\,\sinh\kappa b\sin ka .
\end{align}
Half their sum gives
\begin{equation}
\cos(qd)=\cos ka\cosh\kappa b+\tfrac12\left(\xi-\frac1\xi\right)\sin ka\sinh\kappa b .
\label{kp}
\end{equation}

Above the barrier, $\kappa=iK$ with real $K$, and $\xi=i\eta$ with $\eta=Km_w/(km_b)$. Then $\xi-1/\xi=i(\eta+1/\eta)$ and $\sinh\kappa b=i\sin Kb$, so
\begin{equation}
\cos(qd)=\cos ka\cos Kb-\tfrac12\left(\eta+\frac1\eta\right)\sin ka\sin Kb .
\label{above}
\end{equation}
If $\eta=1$, the right side is $\cos(ka+Kb)$ and never exceeds 1 in magnitude. For a uniform material ($V_0=0$, equal masses) it is $\cos kd$, which is the free parabola folded into the zone $|qd|\le\pi$. For $\eta\ne1$ the partial reflection at the interfaces can open gaps even at energies above the barrier.

\section{Slope of the trace, velocity and mass}

Differentiate (\ref{ode}) with respect to $E$ at fixed $u(0)$. The vector $v=\partial u/\partial E$ obeys $v'=Av+(\partial A/\partial E)u$ with $v(0)=0$. Its solution at $z=d$ gives
\begin{equation}
\frac{dM}{dE}=\int_0^d T(d,z)\frac{\partial A}{\partial E}T(z,0)\,dz,\qquad
\frac{\partial A}{\partial E}=-\frac{2m_0}{\hbar^2}\begin{pmatrix}0&0\\1&0\end{pmatrix}.
\end{equation}
Under the trace the factors may be cycled, which brings together $T(z,0)T(d,z)$. By periodicity this equals $T(z+d,d)T(d,z)=X(z)$. The constant matrix picks out $X_{12}$, and with the factor $\tfrac12$ in $D$,
\begin{equation}
D'(E)=-\frac{m_0}{\hbar^2}\int_0^dX_{12}(z)\,dz .
\label{slope}
\end{equation}

Since $\det X=1$ and $X_{11}X_{22}\le[(X_{11}+X_{22})/2]^2=D^2$,
\begin{equation}
X_{12}X_{21}=X_{11}X_{22}-1\le D^2-1<0\qquad(|D|<1).
\end{equation}
Inside a miniband $X_{12}(z)$ therefore has no zero. Being continuous, it keeps one sign, and $D'\ne0$. As $qd$ runs from $0$ to $\pi$, the energy moves in one direction from one edge of the miniband to the other.

Differentiating $D(E(q))=\cos(qd)$ with respect to $q$ gives the group velocity
\begin{equation}
v=\frac1\hbar\frac{dE}{dq}=-\frac{d\,\sin(qd)}{\hbar D'(E)} .
\label{vel}
\end{equation}
Near the bottom $E_b$ of the first miniband, $1+D'(E_b)(E-E_b)\approx1-(qd)^2/2$ with $D'(E_b)<0$. The slope cannot vanish at this edge. Since $X_{12}$ keeps one sign up to the edge, $D'=0$ would require $X_{12}=0$ for every origin. With $\det X=1$ and $D=1$ this gives $X_{11}=X_{22}=1$, and the upper left element of $X'=AX-XA$, which follows from (\ref{shift}), then gives $X_{21}=0$. So $M$ would be the unit matrix and $E_b$ would have two independent periodic states, whereas the lowest periodic state has no zeros and is nondegenerate. Thus $E-E_b\approx(qd)^2/(2|D'|)$, and comparison with $\hbar^2q^2/(2m^*)$ gives
\begin{equation}
m^*=\frac{\hbar^2|D'(E_b)|}{d^2}=\frac{m_0}{d^2}\int_0^dX_{12}(z)\,dz .
\label{mass}
\end{equation}
In a uniform material $X_{12}=md/m_0$ at the band bottom, and (\ref{mass}) returns $m^*=m$.

The expansion at an edge fails if $D'=0$ there. An example is an energy above the barrier at which $ka$ and $Kb$ are both multiples of $\pi$. Then $M=\pm1$, so $X=\pm1$ for every origin, $X_{12}=0$, and (\ref{vel}) takes the form $0/0$.

\section{Thick barriers}

Write the hyperbolic functions in (\ref{kp}) as exponentials:
\begin{equation}
\cos(qd)=\tfrac12e^{\kappa b}g(E)+\tfrac12e^{-\kappa b}h(E),\qquad
\left.\begin{matrix}g\\h\end{matrix}\right\}=\cos ka\pm\tfrac12\left(\xi-\frac1\xi\right)\sin ka .
\label{gh}
\end{equation}
Since the left side is bounded, $g$ must be small when $\kappa b$ is large. With $t=\tan(ka/2)$,
\[
(1+t^2)\,g=1-t^2+\left(\xi-\frac1\xi\right)t=(\xi-t)\left(\frac1\xi+t\right).
\]
The zeros are $t=\xi$ and $t=-1/\xi$. These are the matching conditions for the even and odd bound states of a single well: for $F=\cos kz$ about the well centre, continuity of $F'/m$ reads $(k/m_w)\tan(ka/2)=\kappa/m_b$, and the odd case follows in the same way from $\sin kz$.

Let $E_0$ be such a level. Multiplying (\ref{gh}) by $2e^{-\kappa b}$ gives
\begin{equation}
g(E)=2e^{-\kappa b}\cos(qd)-e^{-2\kappa b}h(E).
\label{exactg}
\end{equation}
To leading order $g\approx g'(E_0)(E-E_0)$ and the last term is dropped:
\begin{equation}
E(q)\approx E_0+\frac{2e^{-\kappa b}}{g'(E_0)}\cos(qd),\qquad
W\approx\frac{4e^{-\kappa b}}{|g'(E_0)|},
\label{tb}
\end{equation}
with $\kappa$ taken at $E_0$. The width $W$ measures tunnelling between neighbouring wells.

The next correction to the energy is of order $e^{-2\kappa b}$, times a coefficient that can grow linearly with $b$. It depends on $q$, but it moves both band edges by the same amount and so leaves the width unchanged, as shown below. At $qd=\pi/2$ the cosine vanishes and $E-E_0\approx-e^{-2\kappa b}h(E_0)/g'(E_0)$. Because $g(E_0)=0$, the two parts of $g$ are opposite there and $h(E_0)=2\cos ka$. More generally, (\ref{exactg}) is unchanged if $e^{-\kappa b}$ and $\cos(qd)$ both change sign. The difference between the energies at $\cos(qd)=\pm1$ is then odd in $e^{-\kappa b}$. The relative error of $W$ in (\ref{tb}) is therefore of order $e^{-2\kappa b}$, times a coefficient that can grow as a power of $b$, because $\kappa$ itself varies with energy.

\section{Worked example}

The parameters are round model values and stand for no particular material: $a=6$ nm, $b=3$ nm, $d=9$ nm, $m_w=0.06\,m_0$, $m_b=0.10\,m_0$, $V_0=300$ meV.

\subsection{One energy in full}

At $E=65.964$ meV, $k=0.32230$ nm$^{-1}$ and $\kappa=0.78375$ nm$^{-1}$. Hence $ka=1.9338$, $\kappa b=2.3513$ and
\[
\xi=\frac{0.78375\times0.06}{0.32230\times0.10}=1.4590 .
\]
More digits are kept here than the model deserves, because large terms cancel. With lengths in nm,
\[
M=\begin{pmatrix}5.2970&0.6637\\40.7693&5.2970\end{pmatrix}
\begin{pmatrix}-0.3551&0.1740\\-5.0216&-0.3551\end{pmatrix}
=\begin{pmatrix}-5.2139&0.6861\\-41.0774&5.2139\end{pmatrix}.
\]
For instance, $M_{11}=5.2970(-0.3551)+0.6637(-5.0216)=-5.214$. The trace vanishes, so $\cos(qd)=0$ and $qd=\pi/2$. In (\ref{kp}) the two terms are $-1.8810$ and $+1.8810$. The elements of $M$ are large although its eigenvalues are $\pm i$; large elements do not mean that the energy lies in a gap.

\subsection{Minibands}

\begin{center}
\begin{tabular}{cccc}
miniband & bottom (meV) & top (meV) & width (meV)\\
1 & 59.1 & 74.2 & 15.1\\
2 & 230.4 & 307.2 & 76.8\\
3 & 459.7 & 703.5 & 243.7
\end{tabular}
\end{center}

The gaps are 156.2 and 152.6 meV. The second miniband passes through the barrier edge at 300 meV without interruption, and the second gap lies wholly above the barrier, as (\ref{above}) permits. At $qd/\pi=0.25,\,0.50,\,0.75$ the first miniband has energies 61.0, 66.0 and 71.6 meV, and the second 291.5, 262.5 and 239.2 meV. The second falls with $q$ because $D$ leaves the first miniband through $-1$ and re-enters the allowed range through $-1$, so the second miniband has its bottom at $qd=\pi$.

These energies were tested against a finite-element diagonalization of (\ref{env}) with a Bloch phase between the cell ends, which uses no transfer matrices. For the three minibands at these three phases the largest difference is about $10^{-10}$ meV. This measures numerical agreement, not the accuracy of the one-band model. The third miniband in particular lies far above the well edge, where an energy-independent mass is least secure.

\subsection{Velocity, mass and gap}

At $qd=\pi/2$ in the first miniband, $D'=-0.13406$ meV$^{-1}$. Equation (\ref{vel}) gives
\[
\hbar v=\frac{9\ \text{nm}}{0.13406\ \text{meV}^{-1}}=67.1\ \text{meV nm},
\]
and division by $\hbar$ yields $v=1.02\times10^5$ m/s. At the bottom of this miniband (\ref{mass}) gives $m^*=0.148\,m_0$, heavier than either layer mass. Equation (\ref{tb}) shows the trend behind this: the curvature of the band contains the tunnelling factor $e^{-\kappa b}$, so at leading order in that factor $m^*\approx\hbar^2|g'(E_0)|e^{\kappa b}/(2d^2)$. For the 3 nm barrier this estimate gives $0.125\,m_0$, about 16\% too low, so it explains the trend but does not replace (\ref{mass}).

In the middle of the first gap, at 152.3 meV, $D=-3.421$. The decaying solution is multiplied in each period by
\[
\lambda=-3.421+\sqrt{3.421^2-1}=-0.149 ,
\]
so it changes sign from cell to cell, and its amplitude decay length is 4.7 nm, about half a period.

\subsection{What the mass in the matching rule does}

Matching $F'$ instead of $F'/m$ replaces $\xi$ by $\kappa/k$ in (\ref{kp}). The energy at $qd=\pi/2$ then becomes 86.5 meV instead of 66.0 meV. The difference of 20.5 meV exceeds the whole width of the miniband. For (\ref{env}) this matching is wrong, yet its matrix still has unit determinant, so checking the determinant would not reveal the fault. The same 86.5 meV is the correct level of a different Hermitian model, the ordering $\alpha=-1/2$, $\beta=0$, in which $F/\sqrt m$ and its slope are continuous. The 20.5 meV therefore also shows how strongly the level depends on the interface rule assumed.

\subsection{Approach to isolated wells}

The single well has its lowest level at $E_0=66.220$ meV, where $\kappa=0.78333$ nm$^{-1}$ and $g'=-0.025362$ meV$^{-1}$. For the 3 nm barrier,
\[
W\approx\frac{4e^{-0.78333\times3}}{0.025362}\ \text{meV}=15.04\ \text{meV},
\]
against 15.12 meV from diagonalization. For barriers of 6 and 9 nm the diagonalized widths are 1.435 and 0.137 meV. Relative to them, the errors of the law are $-5.4\times10^{-3}$, $-1.3\times10^{-4}$ and $-2.3\times10^{-6}$ for 3, 6 and 9 nm.

The shift at $qd=\pi/2$ can be checked too. Taking $\cos ka\approx-0.355$ from the well matrix above, the estimate is
\[
-\frac{2e^{-2\times0.78333\times3}\,(-0.355)}{-0.025362}\ \text{meV}\approx-0.25\ \text{meV},
\]
while the actual difference is $65.964-66.220=-0.256$ meV.

\section{Where the result stops}

An electric field along $z$ destroys the periodicity of $V$, and $q$ no longer labels stationary states. In a stack of few periods the condition $|D|\le1$ marks the energies at which waves propagate from cell to cell, but the levels also depend on the end layers. Scattering or thickness fluctuations that broaden the levels by an amount comparable with the miniband width blur the dispersion. By this measure the 0.14 meV miniband of the 9 nm barriers is far more fragile than the 15 meV miniband of the 3 nm barriers. The full set of computed values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
well, barrier, period: 6.0, 3.0, 9.0 nm
masses well, barrier: 0.06, 0.10 m0; V0 = 300 meV
miniband 1: 59.097 to 74.221 meV, width 15.124 meV
miniband 2: 230.405 to 307.180 meV, width 76.775 meV
miniband 3: 459.736 to 703.452 meV, width 243.716 meV
gap 1-2: 156.184 meV
gap 2-3: 152.556 meV
qd/pi = 0.25: E1,E2,E3 = 60.997, 291.452, 485.201 meV
qd/pi = 0.50: E1,E2,E3 = 65.964, 262.509, 544.027 meV
qd/pi = 0.75: E1,E2,E3 = 71.617, 239.237, 619.500 meV
largest difference from diagonalization: 9.5e-11 meV
first miniband at qd=pi/2: E = 65.964 meV
there k = 0.32230 1/nm, kappa = 0.78375 1/nm
there ka = 1.93383, kappa b = 2.35126, xi = 1.45903
two terms of cos(qd): -1.88103 and 1.88103
well matrix: 11 = -0.35511, 12 = 0.17403 nm, 21 = -5.02164 1/nm, 22 = -0.35511
barrier matrix: 11 = 5.29704, 12 = 0.66370 nm, 21 = 40.76930 1/nm, 22 = 5.29704
cell matrix: 11 = -5.21390, 12 = 0.68614 nm, 21 = -41.07740 1/nm, 22 = 5.21390
dD/dE at qd=pi/2: -0.134062 1/meV
group velocity: 1.0199e+05 m/s; from diagonalization 1.0199e+05 m/s
mass at bottom of miniband 1: 0.14825 m0; from diagonalization 0.14825 m0
middle of first gap: E = 152.313 meV, D = -3.42086
Bloch multiplier there: -0.14943; amplitude decay length 4.734 nm
energy at qd=pi/2 with wrong F' matching: 86.509 meV, error 20.546 meV
isolated-well level: 66.220 meV, kappa = 0.78333 1/nm
slope of g at isolated level: -0.025362 1/meV
barrier 3 nm: width 15.12377 meV, thick-barrier law 15.04175 meV, relative error -5.4e-03
barrier 6 nm: width 1.43474 meV, thick-barrier law 1.43455 meV, relative error -1.3e-04
barrier 9 nm: width 0.13682 meV, thick-barrier law 0.13681 meV, relative error -2.3e-06
\end{verbatim}
